# How Many MM Frames a Gaussian QM/MM Correction Needs

Suppose that a free energy has been computed with a molecular-mechanics (MM) force field at 300 K and is to be corrected to the QM/MM level. QM/MM energies are evaluated on stored MM frames, and the energy gap between the two descriptions scatters with a standard deviation of 2.27 kcal/mol. The wanted accuracy is 0.1 kcal/mol. The usual rule for a mean value suggests $(2.27/0.1)^2\approx 515$ frames. For the exponential average that gives the free energy, this number is badly wrong. Half of that average comes from configurations that the MM ensemble visits about once in 14,000 frames. At least 96% of runs with 515 frames contain none of them, and, averaged over those runs, the free energy is too high by at least 0.41 kcal/mol.

The frame count is governed by $\exp(\beta^2\sigma^2)$, where $\sigma$ is the width of the gap and $\beta=1/kT$. This law needs a statement of what is held fixed. In the form $N=(e^{\beta^2\sigma^2}-1)/\varepsilon^2$ it is exact for the relative rms error $\varepsilon$ of the exponential average. For the free energy it holds in the limit of small error at fixed $\sigma$. If the free energy tolerance is fixed and $\sigma$ grows, the exponent for a typically accurate result is $\beta^2\sigma^2/2$.

## The estimate on the back of an envelope

Let $U_0$ be the MM energy, $U_1$ the QM/MM energy, and $\Delta U=U_1-U_0$ the gap, all functions of the same classical coordinates. The masses and the temperature are the same at both levels, so the momentum integrals cancel. With $\Delta A=A_1-A_0$,

$$
e^{-\beta\Delta A}=\frac{\int e^{-\beta U_1}}{\int e^{-\beta U_0}}
=\frac{\int e^{-\beta U_0}e^{-\beta\Delta U}}{\int e^{-\beta U_0}}
=\langle e^{-\beta\Delta U}\rangle_0 .
$$

This is the Zwanzig identity; the subscript 0 denotes the MM ensemble. From $N$ frames one forms

$$
\hat A=-kT\ln\Big[\frac1N\sum_{i=1}^N e^{-\beta\Delta U_i}\Big].
$$

Assume that the gap is Gaussian in the MM ensemble, with mean $\mu$ and standard deviation $\sigma$, and that the frames are statistically independent. Write

$$
\Delta U=\mu-\sigma x,\qquad s=\beta\sigma ,
$$

where $x$ is a standard normal variable with density $\varphi(x)=e^{-x^2/2}/\sqrt{2\pi}$. The minus sign makes favourable, low gaps correspond to positive $x$. Since $-x^2/2+sx=-(x-s)^2/2+s^2/2$,

$$
\langle e^{-\beta\Delta U}\rangle_0=e^{-\beta\mu}\int\varphi(x)e^{sx}dx=e^{-\beta\mu+s^2/2},
\qquad \Delta A=\mu-\tfrac12\beta\sigma^2 .
$$

The integrand is a Gaussian centred at $x=s$, not at $x=0$. The frames that matter have gaps near $\mu-\beta\sigma^2$, a distance of $s$ standard deviations from the typical MM frame. Half of the average comes from $x>s$. The fraction of MM frames found there is the normal tail

$$
Q(s)=\int_s^\infty\varphi(x)dx=e^{-s^2/2}\int_0^\infty e^{-sy}\varphi(y)dy\le\tfrac12e^{-s^2/2},
$$

where $x=s+y$ was substituted. One visit to the important region therefore costs about $e^{s^2/2}$ frames, apart from a factor that varies as a power of $s$.

A second rough argument uses the scatter. Squaring the exponential replaces $s$ by $2s$ in the Gaussian integral, so

$$
\frac{\langle e^{-2\beta\Delta U}\rangle_0}{\langle e^{-\beta\Delta U}\rangle_0^2}
=\frac{e^{-2\beta\mu+2s^2}}{e^{-2\beta\mu+s^2}}=e^{s^2}.
$$

A mean over $N$ frames then has a squared relative error of about $e^{s^2}/N$, which calls for $e^{s^2}$ frames. The two arguments disagree by a factor of two in the exponent. Both are right, but they answer different questions.

## The exact law for the exponential average

Divide each exponential by its exact mean to obtain the weight

$$
w=e^{sx-s^2/2},\qquad S=\frac1N\sum_{i=1}^N w_i,\qquad \beta(\hat A-\Delta A)=-\ln S .
$$

The relative error of the exponential average is $S-1$. Completing the square for a general power $p$ gives

$$
\varphi(x)\,w^p=e^{p(p-1)s^2/2}\,\varphi(x-ps),
$$

because $-x^2/2+psx-ps^2/2=-(x-ps)^2/2+(p^2-p)s^2/2$. Hence $\langle w\rangle=1$ and $\langle w^2\rangle=e^{s^2}$. The variance of a mean of $N$ independent terms is the single-term variance divided by $N$, so that

$$
\varepsilon^2\equiv\langle(S-1)^2\rangle=\frac{e^{s^2}-1}{N},
\qquad
N=\frac{e^{\beta^2\sigma^2}-1}{\varepsilon^2}.
$$

No expansion was made, so the relation holds for every $N$ and every $\sigma$ under the two assumptions. For $s\ll1$ it reduces to $N\approx s^2/\varepsilon^2$, the ordinary rule for a mean value. For $s\gg1$ it grows as $e^{\beta^2\sigma^2}$ at fixed $\varepsilon$.

The formula for $\varphi w^p$ also shows where the scatter originates. The mean of $w$ is carried by $x\approx s$, but its second moment is carried by $x\approx2s$, that is, by gaps near $\mu-2\beta\sigma^2$. These are much rarer still.

## From the average to the free energy

If $S$ is close to 1, then $-\ln S\approx-(S-1)$, and an rms free energy error $\delta$ corresponds to $\varepsilon=\delta/kT$. This gives the linearized count

$$
N_{\rm lin}=\Big(\frac{kT}{\delta}\Big)^2\big(e^{\beta^2\sigma^2}-1\big).
$$

The first correction to it follows from the next order. Put $Y=S-1$. Squaring $\ln(1+Y)=Y-Y^2/2+Y^3/3-\dots$ gives

$$
\ln^2(1+Y)=Y^2-Y^3+\tfrac{11}{12}Y^4+\dots,
$$

where $\tfrac{11}{12}=\tfrac14+\tfrac23$. Let $m_2$ and $m_3$ be the second and third central moments of $w$. From $\langle w^3\rangle=e^{3s^2}$,

$$
m_2=e^{s^2}-1,\qquad m_3=e^{3s^2}-3e^{s^2}+2 .
$$

In the averages of $Y^2$ and $Y^3$, independence removes every term in which some frame appears once, leaving $\langle Y^2\rangle=m_2/N$ and $\langle Y^3\rangle=m_3/N^2$. In $\langle Y^4\rangle$ the leading terms pair the four factors in three ways, which gives $3m_2^2/N^2$. At fixed $s$ and large $N$, therefore,

$$
\langle\ln^2S\rangle=\frac{m_2}{N}+\frac{1}{N^2}\Big(\frac{11}{4}m_2^2-m_3\Big)+O(N^{-3}).
$$

The same expansion gives the bias $\langle-\ln S\rangle\approx\langle Y^2\rangle/2=m_2/(2N)$. It is positive: the estimated free energy is on average too high.

For large $s$ the correction is dominated by $m_3\approx e^{3s^2}$. Relative to the leading term it is of order $e^{2s^2}/N$. This term is small once $N\gg e^{2s^2}$, but for large $s$ that demand is stronger than necessary, because $m_3$ is carried by $x\approx3s$, where a single frame can change $S$ so much that the logarithm may not be expanded. What the linearized law needs is that the frames carrying the second moment change $S$ only slightly. A frame changes $S$ by $w/N$. For $N=e^{as^2}$ this is below one for $x<(a+\tfrac12)s$, and since $\varphi w^2\propto\varphi(x-2s)$, the share of $\langle w^2\rangle$ in that range is $1-Q\big((a-\tfrac32)s\big)$. For large $s$ this share tends to 1 if $a>3/2$ and to 0 if $a<3/2$. To leading exponential order the condition is therefore that $N$ exceed $e^{3s^2/2}$, the value of $w$ at $x=2s$. A fixed factor above this value is not enough at large $s$. For $N=Ke^{3s^2/2}$ one has $(a-\tfrac32)s=\ln K/s$, so the share tends to $\tfrac12$ at fixed $K$ and is close to 1 only when $\ln K$ is at least about $2s$. Inserting $N\approx e^{s^2}/\varepsilon^2$ turns the condition into $\varepsilon^2\ll e^{-s^2/2}$, in the same sense. At fixed $\sigma$ the condition is met once $\delta$ is small enough. At fixed $\delta$ it fails once $\sigma$ is large enough.

## Fixed tolerance and growing width

To treat the second case, let $N=e^{as^2}$ with a fixed number $a$, and let $s\to\infty$. Cut the sum at $x=cs$: let $S_c$ contain the frames with $x\le cs$, and let $R=S-S_c\ge0$ contain the rest. With $\Phi=1-Q$, integrating $\varphi w^p$ up to the cut gives the truncated moments

$$
\langle w\rangle_c=\Phi\big((c-1)s\big),\qquad
\langle w^2\rangle_c=e^{s^2}\Phi\big((c-2)s\big).
$$

**Too few frames, $0<a<1/2$.** Choose $c$ with $\sqrt{2a}<c<1$. The probability that any frame lies beyond the cut is at most

$$
N\,Q(cs)\le e^{(a-c^2/2)s^2}\to0 .
$$

Otherwise $S=S_c$, and the mean of $S_c$ is $\Phi((c-1)s)\to0$. A non-negative variable whose mean tends to zero exceeds any fixed positive value with vanishing probability. Hence $S\to0$ in probability, and the free energy error $-kT\ln S$ grows without limit.

**Enough frames, $a>1/2$.** Choose $c$ slightly above 1. The mean of $R$ is $1-\Phi((c-1)s)\to0$, so $R\to0$ in probability. The mean of $S_c$ tends to 1, and its variance obeys

$$
{\rm Var}(S_c)\le\frac{\langle w^2\rangle_c}{N}
\le\exp\Big\{\Big[1-\frac{(2-c)^2}{2}-a\Big]s^2\Big\}.
$$

At $c=1$ the square bracket equals $\tfrac12-a<0$, and by continuity it stays negative for $c$ slightly above 1. The variance vanishes, so $S\to1$ in probability.

The threshold for a typically accurate free energy is therefore $e^{\beta^2\sigma^2/2}$ to leading exponential order, as the count of visits to $x>s$ suggested. This fixes an exponent, not a usable frame count. For $\sigma=2.27$ kcal/mol at 300 K, runs with $N=1/Q(s)\approx1.4\times10^4$ have a median error of about 0.24 kcal/mol, and only about one in six lies within 0.1 kcal/mol; a median absolute error of 0.1 kcal/mol needs about $5\times10^5$ frames. The rms error of $S$ is more demanding because of rare runs that contain a frame near $x=2s$. There $w=e^{3s^2/2}$. Take $N=e^{s^2}$. Apart from powers of $s$, such a frame occurs in a fraction $N e^{-2s^2}=e^{-s^2}$ of runs and raises $S$ to about $e^{s^2/2}$. Its contribution to $\langle(S-1)^2\rangle$ is $e^{-s^2}e^{s^2}$, of order one. Its contribution to $\langle\ln^2S\rangle$ is about $e^{-s^2}(s^2/2)^2$, which is negligible. The logarithm tames the events that dominate the variance of the average.

Convergence in probability does not by itself settle the rms free energy error at finite $s$. That error can be computed without random sampling. Let $E$ be an exponential variable of unit mean, independent of $S$, and let $T=\ln E-\ln S$. Since $P(E>t)=e^{-t}$,

$$
F(\tau)\equiv P(T>\tau)=\big\langle e^{-e^\tau S}\big\rangle
=\big\langle e^{-e^\tau w/N}\big\rangle^N .
$$

The last average is a one-dimensional integral over $x$. For $\ln E$ alone the corresponding function is $F_0(\tau)=e^{-e^\tau}$. Integration by parts, with vanishing boundary terms, gives

$$
\langle T\rangle-\langle\ln E\rangle=\int(F-F_0)\,d\tau\equiv I_1,\qquad
\langle T^2\rangle-\langle\ln^2E\rangle=2\int\tau(F-F_0)\,d\tau\equiv2I_2 .
$$

The first relation says $\langle-\ln S\rangle=I_1$. In the second, independence gives $\langle T^2\rangle=\langle\ln^2E\rangle+2\langle\ln E\rangle\langle-\ln S\rangle+\langle\ln^2S\rangle$. With $\langle\ln E\rangle=-\gamma$, where $\gamma$ is Euler's constant,

$$
\langle\ln^2S\rangle=2I_2+2\gamma I_1 .
$$

The integrals are evaluated by trapezoidal sums. A root search, with $N$ treated as continuous, then finds the count $N_F$ at which $kT\langle\ln^2S\rangle^{1/2}=\delta$.

## Comparison in a harmonic model

A Gaussian gap arises without approximation if the two levels disagree only about the equilibrium lengths of classical harmonic bonds and about a constant, provided each bond is treated as a one-dimensional coordinate (the $r^2$ volume factor of a bond length in three dimensions is left out). Take $n$ independent bonds with displacements $x_j$ from the MM minimum, and

$$
U_0=\sum_j\frac k2x_j^2,\qquad
U_1=C+\sum_j\frac k2(x_j-d)^2 .
$$

(The force constant $k$ is distinct from the product $kT$.) Expanding the square gives

$$
\Delta U=C+\frac n2kd^2-kd\sum_jx_j .
$$

In the MM ensemble each $x_j$ is Gaussian with variance $kT/k$, meaning thermal energy over force constant. Hence

$$
\mu=C+\tfrac n2kd^2,\qquad \sigma^2=n\,kd^2\,(kT),\qquad s^2=\beta^2\sigma^2=n\beta kd^2 ,
$$

and $\Delta A=\mu-\beta\sigma^2/2=C$, as it must be, since shifting a one-dimensional well does not alter its configuration integral. (With the $r^2$ factor and a bond length $r_0=1.53$ Å, the parameters below would change $\Delta A$ by about $-2kT\,d/r_0\approx-0.023$ kcal/mol per bond.)

The round parameters are $k=600$ kcal/mol/Å$^2$, $d=0.03$ Å, $C=3$ kcal/mol and $T=300$ K, so the thermal energy is 0.5962 kcal/mol. Then $kd^2=600\times0.0009=0.54$ kcal/mol, and each bond contributes $0.54/0.5962=0.906$ to $s^2$. For one bond the mean gap is $3+0.27=3.27$ kcal/mol. The average of $w$ is centred on a gap of $3.27-0.54=2.73$ kcal/mol, and that of $w^2$ on 2.19 kcal/mol.

For $\delta=0.1$ kcal/mol, $\varepsilon=0.1/0.5962=0.1677$ and $1/\varepsilon^2=35.54$. With four bonds, $s^2=3.623$ and

$$
N_{\rm lin}=35.54\,(e^{3.623}-1)\approx1300 .
$$

The other entries follow in the same way, with $\sigma$ in kcal/mol:

| $n$ | $\sigma$ | $s^2$ | $N_{\rm lin}$ | $N_F$ | $1/Q(s)$ |
|---:|---:|---:|---:|---:|---:|
| 1 | 0.57 | 0.91 | 52 | 50 | 5.9 |
| 2 | 0.80 | 1.81 | 182 | 165 | 11 |
| 4 | 1.13 | 3.62 | 1300 | 963 | 35 |
| 8 | 1.60 | 7.25 | $5.0\times10^4$ | $1.9\times10^4$ | 280 |
| 16 | 2.27 | 14.5 | $7.0\times10^7$ | $3.9\times10^6$ | $1.4\times10^4$ |
| 24 | 2.78 | 21.7 | $9.8\times10^{10}$ | $5.4\times10^8$ | $6.4\times10^5$ |

The row $n=16$ is the case of the opening paragraph. The expected number of visits to $x>s$ in 515 frames is $515/14200=0.036$, so at most 3.6% of runs contain one. In the other runs every frame has $x<s$, and the mean of $S$ is $\Phi(0)/\Phi(s)\approx\tfrac12$. Because $-\ln$ is convex, $\langle-\ln S\rangle\ge-\ln\langle S\rangle$, and the average error is at least $0.5962\ln2=0.41$ kcal/mol.

Since $s^2$ is proportional to $n$, each further bond eventually multiplies $N_{\rm lin}$ by $e^{0.906}\approx2.5$. For $N_F$ the factor is smaller: from $n=16$ to $n=24$ it averages $(5.4\times10^8/3.9\times10^6)^{1/8}\approx1.85$ per bond. Small independent disagreements add in $\sigma^2$; once the total $s^2$ is well above one, each further one multiplies the cost.

The linearized count is good for one bond and too large by a factor of 18 for sixteen. This agrees with the validity condition: $e^{3s^2/2}$ is about 4 for one bond, far below $N_{\rm lin}$, and about $2.8\times10^9$ for sixteen, far above it. For $n=4$ it is about 230, less than a factor of six below $N_{\rm lin}$. At this fixed width the ratio $N_F/N_{\rm lin}$ approaches 1 as the tolerance is tightened:

| $\delta$ (kcal/mol) | $N_{\rm lin}$ | $N_F/N_{\rm lin}$ |
|---:|---:|---:|
| 0.3 | 144 | 0.41 |
| 0.1 | 1300 | 0.74 |
| 0.03 | $1.44\times10^4$ | 0.94 |
| 0.01 | $1.30\times10^5$ | 0.991 |
| 0.001 | $1.30\times10^7$ | 0.9999 |

At fixed $\delta=0.1$ kcal/mol, the growth can be read from the local exponent $d\ln N/d(s^2)$, computed here by a centred difference over $\pm2\%$ in $s^2$:

| $s^2$ | from $N_{\rm lin}$ | from $N_F$ |
|---:|---:|---:|
| 4 | 1.02 | 0.87 |
| 25 | 1.00 | 0.65 |
| 100 | 1.00 | 0.57 |
| 400 | 1.00 | 0.53 |

The exponent for the rms free energy error falls towards the value 1/2 found for typical runs, but slowly. For $s^2$ from 4 to 25, an interval that contains the rows $n\ge8$ of the first table, it lies between 1/2 and 1, so neither $e^{s^2}$ nor $e^{s^2/2}$ alone gives the count. At the smallest widths it exceeds 1, as does the exponent $e^{s^2}/(e^{s^2}-1)$ of $N_{\rm lin}$: from $n=1$ to $n=2$ it averages $\ln(165/50)/0.906\approx1.3$. Throughout the first table $N_{\rm lin}$ is an overestimate.

## What the law does not cover

The exponential cost belongs to the estimator. If the gap is known to be Gaussian, one can use $\Delta A=\mu-\beta\sigma^2/2$ directly, with the sample mean for $\mu$ and the unbiased sample variance for $\sigma^2$. For Gaussian data these two are independent, with variances $\sigma^2/N$ and $2\sigma^4/(N-1)$. The squared error in units of $(kT)^2$ is therefore

$$
\frac{s^2}{N}+\frac{\beta^2}{4}\,\frac{2\beta^2\sigma^4}{N-1}
=\frac{s^2}{N}+\frac{s^4}{2(N-1)} .
$$

The second term carries $\beta^2$ from the change of units and $(\beta/2)^2$ from the coefficient of the variance. For $n=16$ this estimator reaches 0.1 kcal/mol with about 4200 frames, against $3.9\times10^6$. The saving is paid for by an assumption: the Gaussian shape is extrapolated to gaps $s$ standard deviations below the mean, where such a sample has few frames or none. A deviation there causes an error that this formula does not contain, and it need not be small: if the QM/MM force constant of the sixteen bonds is 10% below the MM one, this estimator is too high by 0.39 kcal/mol however many frames are used.

The law for the exponential average also depends on the tail. Suppose that the QM/MM bond has a different force constant $k'$. The second moment then contains $e^{-\beta(2U_1-U_0)}$, whose exponent has the quadratic term $-\beta(k'-k/2)x^2$. For $k'\le k/2$ the integrand does not decay in both directions, whatever $d$, so the integral diverges, and no finite $N$ gives a finite rms error of the average. A measured $\sigma$ inserted into $e^{\beta^2\sigma^2}$ would not reveal this. The law fails well before that point: for sixteen bonds with $k'=0.9k$ one finds $\beta^2\sigma^2=11.8$, whereas $\ln\big[\langle e^{-2\beta\Delta U}\rangle_0/\langle e^{-\beta\Delta U}\rangle_0^2\big]=16.4$, so the count from $\sigma$ is too small by a factor of about 100.

Finally, $N$ counts independent frames. Stored frames that are still correlated do not each count as one, and their number must not be inserted for $N$ in these formulas.
